# Copper film between unlike liners: resistivity and the mean wall specularity: test program

```python
# Result under test: a metal film of thickness d with wall specularities p and q
# has, for d >> mfp, the resistivity increase
#     rho/rho0 - 1 = x + O(1/kappa^2),   x = 3 (1 - m) / (8 kappa),
# with kappa = d/mfp and m = (p+q)/2.  More sharply,
#     sigma/sigma0 = 1 - x + r,   0 <= r <= x exp(-kappa).
# u = |v_z|/v is the direction cosine to the film normal; E = exp(-kappa/u).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn

# Composite Gauss quadrature on 0 < u < 1, refined towards u = 0
gauss_x, gauss_w = np.polynomial.legendre.leggauss(20)
edges = np.concatenate(([0.0], 2.0 ** np.arange(-40, 1)))
half = np.diff(edges) / 2
U = (edges[:-1, None] + half[:, None] * (1 + gauss_x)).ravel()
W = (half[:, None] * gauss_w).ravel()


def sigma_ratio(kappa, p, q):
    """Derived formula for sigma/sigma0; p and q may be arrays on the grid U."""
    E = np.exp(-kappa / U)
    one_minus_E = -np.expm1(-kappa / U)
    S = one_minus_E * (2 - p - q + (p + q - 2 * p * q) * E) / (1 - p * q * E**2)
    return 0.75 * np.sum(W * (1 - U**2) * (2 - U / kappa * S))


def leading(kappa, mean):
    return 3 * (1 - mean) / (8 * kappa)


# --- Symbolic algebra, starting from the two wall conditions ---
p_, q_, E_, a_, b_, m_, P_ = sp.symbols("p q E a b m P")
sol = sp.solve([1 - a_ - p_ * (1 - b_ * E_), 1 - b_ - q_ * (1 - a_ * E_)],
               [a_, b_], dict=True)[0]
S_sym = (1 - E_) * (sol[a_] + sol[b_])
R_sym = 2 * E_ * ((1 - p_) * (1 - q_)
                  + E_ * (p_ * (1 - q_)**2 + q_ * (1 - p_)**2) / 2) / (1 - p_ * q_ * E_**2)
assert sp.simplify(S_sym - (2 - p_ - q_ - R_sym)) == 0
# At fixed mean m, differentiate S with respect to the product P = p q
S_fixed_mean = sp.cancel(S_sym.subs(p_, 2 * m_ - q_))
S_mP = (1 - E_) * (2 - 2 * m_ + (2 * m_ - 2 * P_) * E_) / (1 - P_ * E_**2)
assert sp.simplify(S_fixed_mean - S_mP.subs(P_, q_ * (2 * m_ - q_))) == 0
slope = -2 * E_ * (1 - E_) * (1 + m_ * E_) / (1 - P_ * E_**2)**2
# S carries a prefactor (1-E), which multiplies the derivative of the quotient
assert sp.simplify(sp.diff(S_mP, P_) - (1 - E_) * slope) == 0


# --- Independent road 1: collocation solution of the boundary-value problem ---
def collocation_sigma(kappa, p, q, n=100, n_u=60):
    j = np.arange(n + 1)
    x = np.cos(np.pi * j / n)
    c = np.where((j == 0) | (j == n), 2.0, 1.0) * (-1.0) ** j
    dx = x[:, None] - x[None, :]
    D = np.outer(c, 1 / c) / (dx + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    moments = np.array([2 / (1 - k * k) if k % 2 == 0 else 0.0 for k in j])
    weights = np.linalg.solve(np.polynomial.chebyshev.chebvander(x, n).T, moments) / 2
    nodes, wts = np.polynomial.legendre.leggauss(n_u)
    total = 0.0
    eye = np.eye(n + 1)
    for u, w in zip((nodes + 1) / 2, wts / 2):
        A = np.zeros((2 * n + 2, 2 * n + 2))
        A[:n + 1, :n + 1] = eye + 2 * u / kappa * D
        A[n + 1:, n + 1:] = eye - 2 * u / kappa * D
        rhs = np.ones(2 * n + 2)
        A[n, :] = 0
        A[n, n], A[n, 2 * n + 1], rhs[n] = 1, -p, 0
        A[n + 1, :] = 0
        A[n + 1, n + 1], A[n + 1, 0], rhs[n + 1] = 1, -q, 0
        phi = np.linalg.solve(A, rhs)
        total += w * (1 - u * u) * (weights @ (phi[:n + 1] + phi[n + 1:]))
    return 0.75 * total


coll_error = 0.0
for kappa, p, q in [(0.5, 0.6, 0.0), (0.5, 0.3, 0.3), (2.0, 0.9, 0.2),
                    (20.0, 0.6, 0.0), (20.0, 0.3, 0.3)]:
    coll_error = max(coll_error,
                     abs(collocation_sigma(kappa, p, q) - sigma_ratio(kappa, p, q)))
assert coll_error < 1e-5


# --- Independent road 2: random electron paths in three dimensions ---
def path_sigma(kappa, p, q, rng, n=1_000_000):
    """3 <v_x * x-path until velocity is randomised> in units of v and mfp."""
    cz = rng.uniform(-1, 1, n)
    vx2 = (1 - cz**2) * np.cos(rng.uniform(0, 2 * np.pi, n))**2
    free = rng.exponential(1.0, n)
    z = rng.uniform(0, kappa, n)
    length = free.copy()
    to_wall = np.where(cz > 0, kappa - z, z) / np.abs(cz)
    upper = cz > 0
    alive = np.flatnonzero(to_wall < free)
    while alive.size:
        spec = np.where(upper[alive], q, p)
        reflected = rng.random(alive.size) < spec
        stopped = alive[~reflected]
        length[stopped] = to_wall[stopped]
        alive = alive[reflected]
        upper[alive] = ~upper[alive]
        to_wall[alive] += kappa / np.abs(cz[alive])
        alive = alive[to_wall[alive] < free[alive]]
    sample = 3 * vx2 * length
    return sample.mean(), sample.std() / np.sqrt(n)


rng = np.random.default_rng(12345)
mc_rows = []
for kappa, p, q in [(0.3, 0.9, 0.0), (1.0, 0.6, 0.0)]:
    mean_mc, err_mc = path_sigma(kappa, p, q, rng)
    formula = sigma_ratio(kappa, p, q)
    assert abs(mean_mc - formula) < 5 * err_mc   # five standard errors
    mc_rows.append((kappa, p, q, mean_mc, err_mc, formula))

# --- Bound on the remainder, and ordering at fixed mean ---
for kappa in (0.1, 0.5, 1.0, 3.0, 10.0):
    for p in np.linspace(0, 1, 6):
        for q in np.linspace(0, 0.95, 6):
            x = leading(kappa, (p + q) / 2)
            r = sigma_ratio(kappa, p, q) - 1 + x
            assert -1e-13 <= r <= x * np.exp(-kappa) + 1e-13   # rounding only
    for mean in (0.3, 0.5, 0.7):
        deltas = np.linspace(0, min(mean, 1 - mean), 5)
        values = [sigma_ratio(kappa, mean + s, mean - s) for s in deltas]
        assert np.all(np.diff(values) < 0)

# --- Thick limit of the resistivity increase ---
for p, q in [(0.3, 0.3), (0.6, 0.0), (0.9, 0.1), (0.0, 0.0)]:
    rise = 1 / sigma_ratio(1000.0, p, q) - 1
    assert abs(rise / leading(1000.0, (p + q) / 2) - 1) < 1e-3   # next term is x
# --- Exponentially small effect of unequal walls ---
delta, kappa = 0.3, 8.0
loss = sigma_ratio(kappa, 0.3, 0.3) - sigma_ratio(kappa, 0.6, 0.0)
loss_law = 1.5 * delta**2 / kappa * (expn(3, kappa) - expn(5, kappa))
assert abs(loss / loss_law - 1) < 2e-3   # next term is smaller by about exp(-8)
# --- Thin limit: coefficient of ln(1/kappa) ---
thin = {}
for p, q in [(0.3, 0.3), (0.6, 0.0)]:
    coefficient = (sigma_ratio(1e-5, p, q) / 1e-5
                   - sigma_ratio(1e-4, p, q) / 1e-4) / np.log(10)
    assert abs(coefficient / (0.75 * (1 + p) * (1 + q) / (1 - p * q)) - 1) < 5e-3
    thin[(p, q)] = coefficient

# --- Angle-dependent specularity with weighted mean 0.3 ---
weight = 4 * W * U * (1 - U**2)
assert abs(weight.sum() - 1) < 1e-12
s_rough = brentq(lambda s: weight @ np.exp(-(s * U)**2) - 0.3, 0.1, 20)
p_angle = np.exp(-(s_rough * U)**2)
for kappa in (3.0, 8.0):
    for pp, qq in [(p_angle, p_angle), (p_angle, 0.3 + 0 * U)]:
        x = leading(kappa, weight @ (pp + qq) / 2)
        r = sigma_ratio(kappa, pp, qq) - 1 + x
        assert -1e-13 <= r <= x * np.exp(-kappa) + 1e-13

# --- Worked example: copper film, rough typical inputs ---
lattice_nm, rho0, T0 = 0.361, 1.7, 293.0          # nm, microohm cm, K
density = 4 / (lattice_nm * 1e-9)**3
k_F = (3 * np.pi**2 * density)**(1 / 3)


def mean_free_path_nm(rho_uohm_cm):
    return const.hbar * k_F / (density * const.e**2 * rho_uohm_cm * 1e-8) * 1e9


mfp = mean_free_path_nm(rho0)
E_F = (const.hbar * k_F)**2 / (2 * const.m_e)


def rise_uohm_cm(d_nm, p, q, rho=rho0):
    return rho * (1 / sigma_ratio(d_nm / mean_free_path_nm(rho), p, q) - 1)


print(f"lattice constant {lattice_nm} nm, bulk rho0 {rho0} uohm cm at {T0:.0f} K (rough)")
print(f"electron density {density:.3e} m^-3, k_F {k_F*1e-9:.2f} nm^-1")
print(f"Fermi energy {E_F/const.e:.2f} eV, mean free path {mfp:.1f} nm")
print(f"rho0*mfp = {rho0*mfp:.2f} uohm cm nm")
print(f"collocation vs formula, largest error in sigma/sigma0: {coll_error:.1e}")
for kappa, p, q, mean_mc, err_mc, formula in mc_rows:
    print(f"paths kappa={kappa} p={p} q={q}: {mean_mc:.4f} +- {err_mc:.4f}, formula {formula:.4f}")
print(f"kappa=8 sigma/sigma0 loss by unequal walls: {loss:.3e}, law {loss_law:.3e}")
for (p, q), coefficient in thin.items():
    print(f"thin-film log coefficient p={p} q={q}: {coefficient:.3f}")
print("resistivity increase in uohm cm; columns: d/nm, kappa, leading law,")
print("  pair (0.3,0.3), pair (0.6,0.0), pair (0.4,0.0)")
thicknesses = (200, 100, 40, 20, 10)
for d in thicknesses:
    values = [rho0 * leading(d / mfp, 0.3)] + [rise_uohm_cm(d, *pair) for pair in
                                               ((0.3, 0.3), (0.6, 0.0), (0.4, 0.0))]
    print(f"  {d:4d} {d/mfp:6.3f} " + " ".join(f"{v:9.5f}" for v in values))
print("columns: d/nm, x, r(0.3,0.3), r(0.6,0.0), bound x*exp(-kappa), excess rise %")
for d in thicknesses:
    kappa = d / mfp
    x = leading(kappa, 0.3)
    r_eq = sigma_ratio(kappa, 0.3, 0.3) - 1 + x
    r_un = sigma_ratio(kappa, 0.6, 0.0) - 1 + x
    excess = 100 * (rise_uohm_cm(d, 0.6, 0.0) / rise_uohm_cm(d, 0.3, 0.3) - 1)
    print(f"  {d:4d} {x:.5f} {r_eq:.6f} {r_un:.6f} {x*np.exp(-kappa):.6f} {excess:.3f}")

# --- Sizes of neglected effects ---
R_grain, liner_nm, rho_liner, T_use, temp_coeff = 0.3, 3.0, 200.0, 378.0, 0.0039
print(f"rough inputs: grain reflection {R_grain}, grain size = d, liner {liner_nm} nm each,")
print(f"  liner rho {rho_liner:.0f} uohm cm, use at {T_use:.0f} K, coefficient {temp_coeff} /K")
rho_hot = rho0 * (1 + temp_coeff * (T_use - T0))
print(f"hot bulk rho {rho_hot:.3f} uohm cm, hot mean free path {mean_free_path_nm(rho_hot):.1f} nm")
for d in (200, 40):
    alpha = mfp / d * R_grain / (1 - R_grain)
    grain = quad(lambda c: 3 * c**3 / (c + alpha), 0, 1)[0]
    closed = 1 - 1.5 * alpha + 3 * alpha**2 - 3 * alpha**3 * np.log(1 + 1 / alpha)
    assert abs(grain - closed) < 1e-9
    rho_film = rho0 + rise_uohm_cm(d, 0.3, 0.3)
    shunt = 100 * (2 * liner_nm / rho_liner) / (d / rho_film)
    print(f"d={d} nm: grain-boundary increase alone {rho0*(1/grain-1):.3f} uohm cm")
    print(f"  liner current / copper current {shunt:.3f} %, liner share of stack "
          f"{100*2*liner_nm/(d+2*liner_nm):.1f} %")
    print(f"  surface increase cold {rise_uohm_cm(d,0.3,0.3):.4f}, "
          f"hot {rise_uohm_cm(d,0.3,0.3,rho_hot):.4f} uohm cm")
    print(f"  angle-dependent walls, same mean: {rise_uohm_cm(d,p_angle,p_angle):.4f} uohm cm")
    print(f"  transverse subbands k_F d/pi = {k_F*d*1e-9/np.pi:.0f}")
print(f"roughness giving that angle dependence: {s_rough/(2*k_F)*1e9:.3f} nm")


def normal_path(m_x, m_z):
    """Largest normal free path of an ellipsoidal band at fixed density and rho0."""
    tau = m_x * const.m_e / (density * const.e**2 * rho0 * 1e-8)
    fermi = (const.hbar * k_F)**2 / (2 * const.m_e * (m_x**2 * m_z)**(1 / 3))
    return tau * np.sqrt(2 * fermi / (m_z * const.m_e)) * 1e9


assert abs(normal_path(1, 1) / mfp - 1) < 1e-10
print(f"normal mass 20 % heavier: leading term times {normal_path(1,1.2)/normal_path(1,1):.3f}")
print(f"thermal smearing kT/E_F at {T_use:.0f} K: {const.k*T_use/E_F:.4f}")
print("OK")
```

Running it gives:

```
lattice constant 0.361 nm, bulk rho0 1.7 uohm cm at 293 K (rough)
electron density 8.502e+28 m^-3, k_F 13.60 nm^-1
Fermi energy 7.05 eV, mean free path 38.7 nm
rho0*mfp = 65.73 uohm cm nm
collocation vs formula, largest error in sigma/sigma0: 1.4e-07
paths kappa=0.3 p=0.9 q=0.0: 0.5499 +- 0.0010, formula 0.5491
paths kappa=1.0 p=0.6 q=0.0: 0.7638 +- 0.0013, formula 0.7650
kappa=8 sigma/sigma0 loss by unequal walls: 7.861e-08, law 7.863e-08
thin-film log coefficient p=0.3 q=0.3: 1.393
thin-film log coefficient p=0.6 q=0.0: 1.200
resistivity increase in uohm cm; columns: d/nm, kappa, leading law,
  pair (0.3,0.3), pair (0.6,0.0), pair (0.4,0.0)
   200  5.173   0.08627   0.09085   0.09085   0.10462
   100  2.586   0.17254   0.18968   0.19008   0.22009
    40  1.035   0.43136   0.49500   0.50413   0.58297
    20  0.517   0.86272   0.97398   1.01226   1.15960
    10  0.259   1.72544   1.82869   1.93572   2.19530
columns: d/nm, x, r(0.3,0.3), r(0.6,0.0), bound x*exp(-kappa), excess rise %
   200 0.05075 0.000020 0.000016 0.000288 0.008
   100 0.10150 0.001120 0.000929 0.007642 0.212
    40 0.25374 0.028230 0.025020 0.090179 1.845
    20 0.50748 0.143239 0.134266 0.302536 3.930
    10 1.01496 0.496729 0.482546 0.783662 5.853
rough inputs: grain reflection 0.3, grain size = d, liner 3.0 nm each,
  liner rho 200 uohm cm, use at 378 K, coefficient 0.0039 /K
hot bulk rho 2.264 uohm cm, hot mean free path 29.0 nm
d=200 nm: grain-boundary increase alone 0.206 uohm cm
  liner current / copper current 0.027 %, liner share of stack 2.9 %
  surface increase cold 0.0908, hot 0.0897 uohm cm
  angle-dependent walls, same mean: 0.0908 uohm cm
  transverse subbands k_F d/pi = 866
d=40 nm: grain-boundary increase alone 0.992 uohm cm
  liner current / copper current 0.165 %, liner share of stack 13.0 %
  surface increase cold 0.4950, hot 0.4914 uohm cm
  angle-dependent walls, same mean: 0.4547 uohm cm
  transverse subbands k_F d/pi = 173
roughness giving that angle dependence: 0.086 nm
normal mass 20 % heavier: leading term times 0.886
thermal smearing kT/E_F at 378 K: 0.0046
OK
```
